# Donor levels by the marker method: which errors cancel: a numerical check

```python
"""
Marker method for a donor level (+/0), tested on a solvable model.

Result under test:
  level_X(marker) = level_M(measured) + A_X - A_M,  A = E(neutral) - E(plus)
  error = (w_X-w_M)*(dc-dv) - (K_X-K_M)/L^3 + overlap_X - overlap_M
w  : conduction weight of the donor state, averaged while the gap is changed
dv, dc : errors of the valence and conduction edges (eV)
K  : coefficient from the second moment of the ionised charge (eV A^3)
overlap : shift of the occupied level from neighbouring images (eV)
Energies are in eV, lengths in angstrom; the true valence edge is zero.
The model has spinless electrons and two orbitals per simple-cubic site.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
GAP, DV, DC = 3.0, 0.3, -0.7
WIDTH_C, WIDTH_V = 1.0, 0.5   # band energy per unit of sum(1-cos k)
SPACING, DIELECTRIC, N = 3.0, 10.0, 6
L = N * SPACING

# Site potential on the conduction orbital, conduction-valence coupling,
# and ionised charge as (charge, Gaussian width) pairs.
DONORS = {
    "X": (-4.7, 2.0, [(0.6, 1.5), (0.4, 2.2)]),
    "A": (-4.2, 1.8, [(1.0, 1.5)]),
    "B": (-3.0, 0.0, [(1.0, 2.5)]),
}


def integer_grid(m):
    r = np.arange(-m, m + 1)
    x, y, z = np.meshgrid(r, r, r, indexing="ij")
    n2 = (x**2 + y**2 + z**2).ravel().astype(float)
    return n2[n2 > 0]


GRID_SMALL, GRID_LARGE = integer_grid(7), integer_grid(24)


def madelung(eta):
    """Madelung constant of a unit cubic cell with background, by Ewald."""
    r = np.sqrt(GRID_SMALL)
    g2 = 4 * np.pi**2 * GRID_SMALL
    real = np.sum(erfc(eta * r) / r)
    recip = np.sum(4 * np.pi * np.exp(-g2 / (4 * eta**2)) / g2)
    return -(real + recip - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


def rho_k(k2, parts):
    return sum(c * np.exp(-k2 * s**2 / 2) for c, s in parts)


def energy_periodic(parts, length):
    g2 = (2 * np.pi / length)**2 * GRID_LARGE
    total = np.sum(rho_k(g2, parts)**2 / g2)
    return COULOMB * 2 * np.pi * total / (DIELECTRIC * length**3)


def energy_isolated(parts):
    val = quad(lambda k: rho_k(k * k, parts)**2, 0, 12,
               epsabs=1e-12, epsrel=1e-11)[0]
    return COULOMB * val / (np.pi * DIELECTRIC)


def second_moment(parts):
    def integrand(r):
        rho = sum(c * np.exp(-r*r / (2*s*s)) / (2*np.pi*s*s)**1.5
                  for c, s in parts)
        return 4 * np.pi * r**4 * rho
    return quad(integrand, 0, 40, epsabs=1e-11, limit=200)[0]


def cubic_coefficient(parts):
    charge = sum(c for c, s in parts)
    return (2 * np.pi * COULOMB * charge * second_moment(parts)
            / (3 * DIELECTRIC))


def kinetic_matrix(n):
    one = np.eye(n)
    ring = one - 0.5 * (np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))
    return (np.kron(np.kron(ring, one), one)
            + np.kron(np.kron(one, ring), one)
            + np.kron(np.kron(one, one), ring))


KINETIC = kinetic_matrix(N)
SITES = N**3


def diagonalise(name, lam):
    """Spectrum and conduction weight; lam=0 true gap, lam=1 wrong gap."""
    u_c, u_cv, _ = DONORS[name]
    h = np.zeros((2 * SITES, 2 * SITES))
    unit = np.eye(SITES)
    h[:SITES, :SITES] = (GAP + lam * DC) * unit + WIDTH_C * KINETIC
    h[SITES:, SITES:] = lam * DV * unit - WIDTH_V * KINETIC
    h[0, 0] += u_c
    h[0, SITES] += u_cv
    h[SITES, 0] += u_cv
    energies, vectors = np.linalg.eigh(h)
    return energies, np.sum(vectors[:SITES, SITES]**2)


def green_level(name, n):
    """Gap level with the true gap from the site Green functions."""
    u_c, u_cv, _ = DONORS[name]
    c = 1 - np.cos(2 * np.pi * np.arange(n) / n)
    kin = (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()

    def condition(e):
        g_c = np.mean(1 / (e - GAP - WIDTH_C * kin))
        g_v = np.mean(1 / (e + WIDTH_V * kin))
        return -u_c - g_v * u_cv**2 + 1 / g_c
    return brentq(condition, 1e-6, GAP - 1e-6, xtol=1e-12)


alpha = madelung(2.0)
assert abs(alpha - madelung(2.6)) < 1e-9
mad = COULOMB * alpha / (2 * DIELECTRIC * L)

nodes, gauss_weights = np.polynomial.legendre.leggauss(6)
nodes, gauss_weights = (nodes + 1) / 2, gauss_weights / 2
data = {}
for name, (_, _, parts) in DONORS.items():
    true_spec, w_true = diagonalise(name, 0.0)
    calc_spec, w_calc = diagonalise(name, 1.0)
    # The two independent routes to the occupied level must agree.
    assert abs(green_level(name, N) - true_spec[SITES]) < 1e-8
    dilute = green_level(name, 40)
    assert abs(dilute - green_level(name, 32)) < 1e-8
    w_mean = sum(g * diagonalise(name, x)[1]
                 for x, g in zip(nodes, gauss_weights))
    gap_shift = calc_spec[SITES] - true_spec[SITES]
    assert DV < calc_spec[SITES] < GAP + DC
    assert abs(gap_shift - DV - w_mean * (DC - DV)) < 1e-6
    e_plus = np.sum(calc_spec[:SITES]) + energy_periodic(parts, L)
    e_zero = np.sum(calc_spec[:SITES + 1])
    d = dict(true=dilute - energy_isolated(parts), plus=e_plus,
             zero=e_zero, diff=e_zero - e_plus, w=w_mean,
             w_true=w_true, w_calc=w_calc, K=cubic_coefficient(parts),
             Q=second_moment(parts), overlap=true_spec[SITES] - dilute)
    predicted = (DV + d["w"] * (DC - DV) + mad - d["K"] / L**3
                 + d["overlap"])
    assert abs(d["diff"] - d["true"] - predicted) < 1e-5
    data[name] = d

X = data["X"]
direct_v = X["diff"] - DV
direct_c = X["diff"] - (GAP + DC)       # negative: below conduction edge
error_v = direct_v - X["true"]
error_c = direct_c - (X["true"] - GAP)

markers = {}
for m in ("A", "B"):
    M = data[m]
    level = M["true"] + X["diff"] - M["diff"]
    gap_part = (X["w"] - M["w"]) * (DC - DV)
    es_part = -(X["K"] - M["K"]) / L**3
    ov_part = X["overlap"] - M["overlap"]
    error = level - X["true"]
    assert abs(error - gap_part - es_part - ov_part) < 1e-5
    markers[m] = (level, error, gap_part, es_part, ov_part)

# A pure conduction marker has the gap error of a conduction-edge reference.
assert abs(data["B"]["w"] - 1) < 1e-9
gap_error_c = (DV - DC) * (1 - X["w"])
assert abs(markers["B"][2] - gap_error_c) < 1e-9
assert abs(markers["A"][1]) < abs(markers["B"][1])
assert abs(markers["A"][1]) < min(abs(error_v), abs(error_c))


def size_error(parts, length):
    return energy_periodic(parts, length) - energy_isolated(parts)


size_rows = []
for n in (6, 8, 10):
    length = n * SPACING
    raw = -size_error(DONORS["X"][2], length)
    left = raw + size_error(DONORS["A"][2], length)
    formula = -(X["K"] - data["A"]["K"]) / length**3
    assert abs(left - formula) < 1e-6
    size_rows.append((length, raw, left))

# A (2+/+) level compared with a (+/0) marker: the 1/L part survives.
double = [(1.5, 1.5), (0.5, 2.2)]
double_raw = size_error(DONORS["X"][2], L) - size_error(double, L)
double_formula = 3 * mad - (cubic_coefficient(double) - X["K"]) / L**3
assert abs(double_raw - double_formula) < 1e-6
double_left = double_raw + size_error(DONORS["A"][2], L)

print(f"True gap; computed gap: {GAP:.2f}; {GAP + DC - DV:.2f} eV")
print(f"Edge errors valence; conduction: {DV:+.2f}; {DC:+.2f} eV")
print(f"Band parameters conduction; valence: {WIDTH_C}; {WIDTH_V} eV")
print(f"Site spacing; cell side: {SPACING:.1f}; {L:.1f} angstrom")
print(f"Sites in cell: {SITES}; dielectric constant: {DIELECTRIC:.1f}")
print(f"Madelung constant: {alpha:.6f}")
print(f"Common 1/L error of the level: {mad:.4f} eV")
for name, d in data.items():
    u_c, u_cv, parts = DONORS[name]
    print(f"{name}: site potential; coupling: {u_c:.1f}; {u_cv:.1f} eV")
    print(f"{name}: (charge/e, width/angstrom): {parts}")
    print(f"{name}: E(neutral); E(plus): {d['zero']:.4f}; {d['plus']:.4f} eV")
    print(f"{name}: energy difference A: {d['diff']:.4f} eV")
    print(f"{name}: exact level above valence edge: {d['true']:.4f} eV")
    print(f"{name}: conduction weight true gap; wrong gap; path mean: "
          f"{d['w_true']:.4f}; {d['w_calc']:.4f}; {d['w']:.4f}")
    print(f"{name}: second moment: {d['Q']:.3f} e angstrom^2")
    print(f"{name}: 1/L^3 term K/L^3; overlap shift: "
          f"{1000*d['K']/L**3:.2f}; {1000*d['overlap']:.2f} meV")
print(f"X direct, from computed valence edge: {direct_v:.4f} eV")
print(f"   its error: {error_v:+.4f} eV")
print(f"X direct, depth below computed conduction edge: {-direct_c:.4f} eV")
print(f"   exact depth: {GAP - X['true']:.4f} eV")
print(f"   error of level position: {error_c:+.4f} eV")
print(f"   gap part of that error: {gap_error_c:+.4f} eV")
for m, (level, error, gap_part, es_part, ov_part) in markers.items():
    print(f"X from marker {m}, above valence edge: {level:.4f} eV")
    print(f"   depth below true conduction edge: {GAP - level:.4f} eV")
    print(f"   total error: {error:+.4f} eV; gap part: {gap_part:+.4f} eV")
    print(f"   1/L^3 part; overlap part: {1000*es_part:+.2f}; "
          f"{1000*ov_part:+.2f} meV")
for length, raw, left in size_rows:
    print(f"L={length:.0f} angstrom: electrostatic error of X raw; "
          f"marker A: {1000*raw:.2f}; {1000*left:+.3f} meV")
print(f"(2+/+) electrostatic error raw: {double_raw:.4f} eV")
print(f"   left after (+/0) marker A: {double_left:.4f} eV")
print("verified")
```

Printed output:

```
True gap; computed gap: 3.00; 2.00 eV
Edge errors valence; conduction: +0.30; -0.70 eV
Band parameters conduction; valence: 1.0; 0.5 eV
Site spacing; cell side: 3.0; 18.0 angstrom
Sites in cell: 216; dielectric constant: 10.0
Madelung constant: 2.837297
Common 1/L error of the level: 0.1135 eV
X: site potential; coupling: -4.7; 2.0 eV
X: (charge/e, width/angstrom): [(0.6, 1.5), (0.4, 2.2)]
X: E(neutral); E(plus): -259.0045; -260.4778 eV
X: energy difference A: 1.4733 eV
X: exact level above valence edge: 1.7881 eV
X: conduction weight true gap; wrong gap; path mean: 0.7674; 0.6731; 0.7226
X: second moment: 9.858 e angstrom^2
X: 1/L^3 term K/L^3; overlap shift: 5.10; -0.59 meV
A: site potential; coupling: -4.2; 1.8 eV
A: (charge/e, width/angstrom): [(1.0, 1.5)]
A: E(neutral); E(plus): -258.5523; -260.1099 eV
A: energy difference A: 1.5577 eV
A: exact level above valence edge: 1.9368 eV
A: conduction weight true gap; wrong gap; path mean: 0.8255; 0.7454; 0.7880
A: second moment: 6.750 e angstrom^2
A: 1/L^3 term K/L^3; overlap shift: 3.49; -1.09 meV
B: site potential; coupling: -3.0; 0.0 eV
B: (charge/e, width/angstrom): [(1.0, 2.5)]
B: E(neutral); E(plus): -257.4550; -259.1413 eV
B: energy difference A: 1.6863 eV
B: exact level above valence edge: 2.2856 eV
B: conduction weight true gap; wrong gap; path mean: 1.0000; 1.0000; 1.0000
B: second moment: 18.750 e angstrom^2
B: 1/L^3 term K/L^3; overlap shift: 9.70; -3.04 meV
X direct, from computed valence edge: 1.1733 eV
   its error: -0.6148 eV
X direct, depth below computed conduction edge: 0.8267 eV
   exact depth: 1.2119 eV
   error of level position: +0.3852 eV
   gap part of that error: +0.2774 eV
X from marker A, above valence edge: 1.8525 eV
   depth below true conduction edge: 1.1475 eV
   total error: +0.0644 eV; gap part: +0.0655 eV
   1/L^3 part; overlap part: -1.61; +0.50 meV
X from marker B, above valence edge: 2.0726 eV
   depth below true conduction edge: 0.9274 eV
   total error: +0.2845 eV; gap part: +0.2774 eV
   1/L^3 part; overlap part: +4.60; +2.45 meV
L=18 angstrom: electrostatic error of X raw; marker A: 108.39; -1.607 meV
L=24 angstrom: electrostatic error of X raw; marker A: 82.97; -0.678 meV
L=30 angstrom: electrostatic error of X raw; marker A: 66.99; -0.347 meV
(2+/+) electrostatic error raw: 0.3276 eV
   left after (+/0) marker A: 0.2176 eV
verified
```
